# Configuration-Average Breit Energy for jj Subshells

**Q:** You claim that the Breit energy of an open-shell configuration needs one number per pair of subshells. What is being averaged?

**A:** The first-order energy, over all Slater determinants of the configuration. Subshell $a=(n_a,\kappa_a)$ has $N_a=2j_a+1=2|\kappa_a|$ states and holds $q_a$ electrons. The orbitals are orthonormal positive-energy spinors

$$\psi_{am}=\frac1r\begin{pmatrix} iP_a\,\chi_{\kappa_a m}\\ Q_a\,\chi_{-\kappa_a m}\end{pmatrix},$$

with real $P_a,Q_a$ that do not depend on $m$. In Hartree atomic units the zero-frequency Breit operator is

$$B=-\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}+\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right].$$

The speed of light $c=1/\alpha$ enters through the small component $Q$. The frequency of the exchanged photon and higher orders in $B$ are left out.

The mean of the diagonal elements is the trace of $B$ over the configuration divided by its dimension. A trace does not depend on the basis, so the same number is the degeneracy-weighted mean of the first-order level shifts. When the configuration has a single level, as for closed subshells or one electron or one hole outside them, it is the shift of that level. When there are several levels, it is in general the shift of none of them.

**Q:** A determinant has direct and exchange terms, and its electrons avoid each other's $m$. How does that become a simple weight?

**A:** A determinant has Breit energy $\sum_{i<j}(\mathcal D_{ij}-\mathcal X_{ij})$, with $\mathcal D_{ij}=\langle ij|B|ij\rangle$ and $\mathcal X_{ij}=\langle ij|B|ji\rangle$. I need the fraction of determinants in which a given pair of states is occupied.

For states in different subshells the choices are independent, and the fraction is $q_aq_b/(N_aN_b)$. For two different states of one subshell it is

$$\binom{N-2}{q-2}\Big/\binom Nq=\frac{q(q-1)}{N(N-1)}.$$

The mean energy within a subshell is therefore

$$\bar E_{aa}=\frac{q(q-1)}{N(N-1)}\;\frac12\sum_{m\ne m'}(\mathcal D_{mm'}-\mathcal X_{mm'}).$$

At $m=m'$ the two elements are identical and cancel, so the restriction $m\neq m'$ may be dropped from the difference. Suppose for the moment that the unrestricted direct sum vanishes, and define

$$T_{ab}=-\frac1{N_aN_b}\sum_{m_am_b}\langle ab|B|ba\rangle .$$

Then the sum over exchange elements within the subshell is $-N^2T_{aa}$, and

$$E_B=\sum_a\frac{q_a(q_a-1)}2\,\frac{N_a}{N_a-1}\,T_{aa}+\sum_{a<b}q_aq_b\,T_{ab}.$$

The factor $N/(N-1)=(2j+1)/(2j)$ arises because $T_{aa}$ averages over $N^2$ pairs, while electrons can occupy only the $N(N-1)$ pairs with $m\ne m'$.

**Q:** You supposed that the direct sum vanishes. Individual electrons with definite $m$ carry currents.

**A:** They do, but the filled set of $m$ does not. The field $\sum_m\psi_m^\dagger\boldsymbol\alpha\psi_m$ is unchanged by every rotation. A rotation about $\hat{\mathbf r}$ would turn any tangential component, so the field must be radial.

To see that the radial component is zero, I need the action of $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. The number $\kappa$ is defined by $(\boldsymbol\sigma\cdot\mathbf L+1)\chi_\kappa=-\kappa\chi_\kappa$. From $\hat{\mathbf r}\cdot\mathbf L=0$ and $\hat{\mathbf r}\times\mathbf L+\mathbf L\times\hat{\mathbf r}=2i\hat{\mathbf r}$,

$$\{\sigma_r,\boldsymbol\sigma\cdot\mathbf L\}=i\boldsymbol\sigma\cdot(2i\hat{\mathbf r})=-2\sigma_r .$$

Hence $\sigma_r$ anticommutes with $\boldsymbol\sigma\cdot\mathbf L+1$ and reverses $\kappa$. Because $\sigma_r^2=1$, phases can be chosen so that $\sigma_r\chi_{\pm\kappa}=-\chi_{\mp\kappa}$. The radial current of one state is then

$$\frac{iPQ}{r^2}\left(-\chi_\kappa^\dagger\sigma_r\chi_{-\kappa}+\chi_{-\kappa}^\dagger\sigma_r\chi_\kappa\right)=\frac{iPQ}{r^2}\left(\chi_\kappa^\dagger\chi_\kappa-\chi_{-\kappa}^\dagger\chi_{-\kappa}\right)=0,$$

since $\chi_{-\kappa}^\dagger\chi_{-\kappa}=\chi_\kappa^\dagger\sigma_r^2\chi_\kappa$. The summed current vanishes at every point, and so do all unrestricted direct sums.

**Q:** Then could I discard the direct terms from the start and sum exchange over $m\neq m'$?

**A:** Not within a subshell. The direct sum over $m\ne m'$ equals $-\sum_m\mathcal D_{mm}$, which need not vanish.

A model with Gaussian radial functions shows this for two electrons in $p_{3/2}$. Its lower component carries 59% of the norm, so this is not a physical positive-energy orbital. The averaging does not need that property, and the energies only illustrate the algebra. The six determinants have Breit energies from 0.0452 to 0.1356 hartree, with mean 0.0753 hartree. The direct part supplies 0.0209 and the exchange part 0.0544 hartree. With $T=0.0565$ hartree, the weight gives $\frac43\times0.0565=0.0753$ hartree.

**Q:** What sign should $T_{ab}$ have?

**A:** It cannot be negative. Write $\mathbf j_{ab}=\psi_a^\dagger\boldsymbol\alpha\psi_b$, so that $\mathbf j_{ba}=\mathbf j_{ab}^*$. Using $\partial_i\partial_jr=\delta_{ij}/r-r_ir_j/r^3$, the kernel of $-B$ is

$$\frac12\left(\frac{\delta_{ij}}r+\frac{r_ir_j}{r^3}\right)=\frac{\delta_{ij}}r-\frac12\partial_i\partial_jr .$$

The Fourier transform of $1/r$ is $4\pi/k^2$. Since $\nabla^2r=2/r$, that of $r$ is $-8\pi/k^4$. The kernel therefore transforms to

$$\frac{4\pi}{k^2}\delta_{ij}-\frac12(-k_ik_j)\left(-\frac{8\pi}{k^4}\right)=\frac{4\pi}{k^2}\left(\delta_{ij}-\frac{k_ik_j}{k^2}\right).$$

This keeps the part $\mathbf j_T$ of the current perpendicular to $\mathbf k$, and

$$-\langle ab|B|ba\rangle=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\mathbf j_T(\mathbf k)|^2\ge0 .$$

Thus $T_{ab}\ge0$, and the configuration-average Breit energy at this order is not negative.

**Q:** Now the angular work. How do you separate the current without a page of Clebsch–Gordan coefficients?

**A:** I project it on $\hat{\mathbf r}Y_{JM}$, $r\nabla Y_{JM}$ and $\mathbf r\times\nabla Y_{JM}$. These are mutually orthogonal on the sphere, with squared norms $1$, $J(J+1)$ and $J(J+1)$. From the spinors,

$$\mathbf j_{ab}=\frac1{r^2}\left[-iP_aQ_b\,\chi_{\kappa_a}^\dagger\boldsymbol\sigma\chi_{-\kappa_b}+iQ_aP_b\,\chi_{-\kappa_a}^\dagger\boldsymbol\sigma\chi_{\kappa_b}\right].$$

Define

$$S=P_aQ_b+Q_aP_b,\quad D=P_aQ_b-Q_aP_b,\quad\delta=\kappa_b-\kappa_a,$$

$$g=\langle\kappa_a|Y_{JM}^*|\kappa_b\rangle,\qquad h=\langle\kappa_a|Y_{JM}^*|{-\kappa_b}\rangle .$$

Reversing both signs of $\kappa$ leaves $g$ and $h$ unchanged, because $\sigma_r^2=1$.

For the radial projection, both spin elements with $\sigma_r$ equal $-g$. The result is $(iP_aQ_b-iQ_aP_b)g/r^2=iDg/r^2$.

For the tangential projections, $\mathbf r\times\nabla=i\mathbf L$ gives $\sigma_r\boldsymbol\sigma\cdot\nabla=\partial_r-\boldsymbol\sigma\cdot\mathbf L/r$. Multiplying by $\sigma_r$ and taking the commutator with $Y^*$,

$$\boldsymbol\sigma\cdot(r\nabla Y^*)=-\sigma_r[\boldsymbol\sigma\cdot\mathbf L,Y^*],\qquad \boldsymbol\sigma\cdot(\mathbf r\times\nabla Y^*)=i[\boldsymbol\sigma\cdot\mathbf L,Y^*].$$

The eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is $-(\kappa+1)$ on $\chi_\kappa$ and $\kappa-1$ on $\chi_{-\kappa}$. In the first identity, $\sigma_r$ acting to the left turns $-\langle\kappa_a|\sigma_r$ into $\langle-\kappa_a|$. Hence

$$\langle\kappa_a|\boldsymbol\sigma\cdot r\nabla Y^*|{-\kappa_b}\rangle=[(\kappa_a-1)-(\kappa_b-1)]g=-\delta g .$$

Reversing both $\kappa$ gives $+\delta g$ for the other spin element. The gradient projection is therefore

$$\frac1{r^2}\left[-iP_aQ_b(-\delta)+iQ_aP_b\,\delta\right]g=\frac{i\delta S}{r^2}\,g .$$

For $\mathbf r\times\nabla Y$ the two elements are $i[-(\kappa_a+1)-(\kappa_b-1)]h=-i(\kappa_a+\kappa_b)h$ and $+i(\kappa_a+\kappa_b)h$. Since $(-i)(-i)=i\cdot i=-1$, the projection is $-(\kappa_a+\kappa_b)Sh/r^2$.

**Q:** You still have to square $g$ and $h$ and sum over $m_a,m_b$.

**A:** Parity makes $g=0$ for odd $l_a+l_b+J$ and $h=0$ for even $l_a+l_b+J$. To find the surviving one, split $\chi_{\kappa m}$ into its parts with $\sigma_r=\pm1$. They have equal norm, because $\langle\chi_\kappa|\sigma_r|\chi_\kappa\rangle=-\langle\chi_\kappa|\chi_{-\kappa}\rangle=0$.

A normalized state with spin projection $\lambda=\pm\frac12$ along $\hat{\mathbf r}$ has angular amplitude $\sqrt{N/4\pi}\,D^{j*}_{m\lambda}$, where $D^j$ is a rotation matrix. Let $I_\lambda$ be the element of $Y^*_{JM}$ between two such states. With $Y_{JM}^*=\sqrt{(2J+1)/4\pi}\,D^J_{M0}$, the integral of three rotation matrices over the sphere is $4\pi$ times two 3j symbols, up to a phase:

$$|I_\lambda|^2=\frac{N_aN_b(2J+1)}{4\pi}\begin{pmatrix}j_a&J&j_b\\m_a&M&-m_b\end{pmatrix}^2\begin{pmatrix}j_a&J&j_b\\\frac12&0&-\frac12\end{pmatrix}^2 .$$

With a relative phase $\eta$, $g=\frac12(I_++\eta I_-)$. Because $\chi_{-\kappa_b}=-\sigma_r\chi_{\kappa_b}$, also $h=-\frac12(I_+-\eta I_-)$. Parity sets one of them to zero, so $\eta I_-=\pm I_+$ and the other has modulus $|I_+|$. The sum of the first squared 3j symbol over $m_a,m_b$ is $1/(2J+1)$. For each $M$, the surviving element obeys

$$\sum_{m_am_b}|g|^2\ \text{or}\ \sum_{m_am_b}|h|^2=\frac{N_aN_b}{4\pi}\,w_J,\qquad w_J=\begin{pmatrix}j_a&J&j_b\\\frac12&0&-\frac12\end{pmatrix}^2 .$$

Rotational invariance prevents different $J$ from interfering. I can therefore write $T_{ab}=\sum_Jw_Jt_J$ and find $t_J$ for each parity.

**Q:** Take odd $l_a+l_b+J$ first. Does the second term of the Breit operator matter?

**A:** No. A field $F(r)\,\mathbf r\times\nabla Y_{JM}$ has zero divergence, so its Fourier transform is already perpendicular to $\mathbf k$, and the kernel $\delta_{ij}/r_{12}$ suffices. The Cartesian components of $\mathbf r\times\nabla Y_{JM}=i\mathbf LY_{JM}$ are harmonics of degree $J$. The corresponding term of $1/r_{12}$ carries $4\pi r_<^J/[(2J+1)r_>^{J+1}]$, where $r_<$ and $r_>$ are the smaller and larger radius.

The squared projection, divided by the squared norm, contains $(\kappa_a+\kappa_b)^2/[J(J+1)]$. The sum over $M$ gives $2J+1$, and the factors $4\pi$ cancel. With

$$\langle A,F\rangle_L=\int_0^\infty\!\!\int_0^\infty A(r)F(r')\frac{r_<^L}{r_>^{L+1}}\,dr\,dr',$$

the magnetic multipoles, $J\ge1$, have

$$t_J=\frac{(\kappa_a+\kappa_b)^2}{J(J+1)}\,\langle S,S\rangle_J .$$

**Q:** For even $l_a+l_b+J$ the current has a radial part and a gradient part. They cannot both be transverse.

**A:** They are not, so the projection must be carried out. Combinations of definite degree follow from gradients of solutions of Laplace's equation:

$$\nabla(r^JY)=r^{J-1}(J\hat{\mathbf r}Y+r\nabla Y),$$
$$\nabla(r^{-J-1}Y)=r^{-J-2}(-(J+1)\hat{\mathbf r}Y+r\nabla Y).$$

The components in the brackets have degrees $J-1$ and $J+1$. The squared norms are $J^2+J(J+1)=J(2J+1)$ and $(J+1)^2+J(J+1)=(J+1)(2J+1)$. Call the normalized brackets $\mathbf V^-$ and $\mathbf V^+$. The projections already found give

$$\mathbf j_{ab}\to\frac{ig}{r^2}\left[\frac{JD+\delta S}{\sqrt{J(2J+1)}}\mathbf V^-+\frac{-(J+1)D+\delta S}{\sqrt{(J+1)(2J+1)}}\mathbf V^+\right]$$
$$=\frac{ig}{r^2}\left[\sqrt{\tfrac J{2J+1}}\,U\,\mathbf V^--\sqrt{\tfrac{J+1}{2J+1}}\,W\,\mathbf V^+\right],$$

$$U=D+\frac{\delta S}J,\qquad W=D-\frac{\delta S}{J+1}.$$

A Fourier transform takes degree $L$ to the same degree in $\hat{\mathbf k}$, with factor $4\pi(-i)^L$ and a spherical Bessel function $j_L(kr)$. The two degrees differ by two, so the relative factor $(-i)^2=-1$ turns the minus sign into a plus.

The transverse direction is the normalized $k\nabla_{\mathbf k}Y$. Its overlaps with $\mathbf V^-$ and $\mathbf V^+$ are $\sqrt{(J+1)/(2J+1)}$ and $\sqrt{J/(2J+1)}$. Both contributions acquire the same factor:

$$|j_T|=4\pi|g|\frac{\sqrt{J(J+1)}}{2J+1}\,|u+w|,$$
$$u(k)=\int U\,j_{J-1}(kr)\,dr,\qquad w(k)=\int W\,j_{J+1}(kr)\,dr .$$

In the positive integral for $T_{ab}$, the prefactor is $4\pi(4\pi)^2/(2\pi)^3=8$. The sums over magnetic numbers give $(2J+1)w_J/4\pi$ after division by $N_aN_b$. Consequently

$$t_J=\frac2\pi\,\frac{J(J+1)}{2J+1}\int_0^\infty(u+w)^2\,dk .$$

**Q:** That still contains Bessel functions. Where are the radial integrals?

**A:** The squares follow by comparing the multipole expansion of $1/r_{12}$ with its Fourier representation:

$$\int_0^\infty j_L(kr)j_L(kr')\,dk=\frac{\pi}{2(2L+1)}\frac{r_<^L}{r_>^{L+1}} .$$

For the cross term, let $G$ be this integral with $L=J-1$, and let $K=\int_0^\infty j_{J-1}(kr)j_{J+1}(kr')\,dk$. The rules $(x^{n+1}j_n)'=x^{n+1}j_{n-1}$ and $(x^{-n}j_n)'=-x^{-n}j_{n+1}$ express the derivatives of both $K$ and $G$ through $\int k\,j_{J-1}(kr)j_J(kr')\,dk$. Eliminating it,

$$\frac{d}{dr'}\left(r'^{J+2}K\right)=-r'^{2J+1}\frac{d}{dr'}\left(r'^{1-J}G\right).$$

For $r'<r$, $r'^{1-J}G$ is constant. Then $r'^{J+2}K$ is constant too, and it vanishes at $r'=0$, so $K=0$. For $r'>r$ the right side is $\frac\pi2r^{J-1}r'$. Integrating from $r$, where $K=0$,

$$K=\frac\pi4\left(\frac{r^{J-1}}{r'^J}-\frac{r^{J+1}}{r'^{J+2}}\right),\qquad r<r' .$$

The cross term in $(u+w)^2$ has coefficient 2, and $2\cdot\frac2\pi\cdot\frac\pi4=1$. The electric multipoles therefore have

$$t_J=\frac{J(J+1)}{2J+1}\Bigg\{\frac{\langle U,U\rangle_{J-1}}{2J-1}+\frac{\langle W,W\rangle_{J+1}}{2J+3}$$
$$+\iint_{r<r'}U(r)W(r')\left[\frac{r^{J-1}}{r'^J}-\frac{r^{J+1}}{r'^{J+2}}\right]dr\,dr'\Bigg\},\qquad J\ge1 .$$

For $J=0$ there is no tangential harmonic, hence no contribution. The radial functions need not come from a common potential, since no Dirac equation was used. For four configurations of $s$ and $p$ subshells, the numerical check confirms the complete average, determinant by determinant, from explicit spinors.

**Q:** What if I keep only the Gaunt operator, $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$?

**A:** The weights and magnetic terms stay. Without the transverse projection, the two degrees contribute separately, and the electric term becomes

$$t_J^{\rm Gaunt}=\frac J{2J-1}\langle U,U\rangle_{J-1}+\frac{J+1}{2J+3}\langle W,W\rangle_{J+1}.$$

At $J=0$ the first term is absent and $W=D$, because this multipole requires $\kappa_a=\kappa_b$. It can contribute between subshells with different radial functions.

**Q:** Show me a limit I can check by hand.

**A:** Within one subshell $D=\delta=0$, so electric terms vanish. The parity rule leaves odd $J$, with factor $4\kappa^2/[J(J+1)]$ and $S=2PQ$. For $1s^2$, $J=1$, $w_1=\frac16$ and the factor is 2. Hence $T=\frac13\langle S,S\rangle_1$, and the energy is $\frac{2\cdot1}{2}\cdot\frac21T=2T$.

For weakly relativistic hydrogenic orbitals of nuclear charge $Z$, $P=2Z^{3/2}re^{-Zr}$. The leading small component is $Q=-(P'-P/r)/(2c)=\alpha ZP/2$, so $S=\alpha ZP^2$. Doubling the region $s<r$,

$$\langle P^2,P^2\rangle_1=32Z^6\int_0^\infty s^3e^{-2Zs}\int_s^\infty e^{-2Zr}\,dr\,ds$$
$$=16Z^5\,\frac{3!}{(4Z)^4}=\frac{3Z}8 .$$

Therefore $E_B\to\frac23\alpha^2Z^2\cdot\frac{3Z}8=\alpha^2Z^3/4$. The full Dirac orbitals give 1.000016 times this value at $Z=1$ and 1.0064 times it at $Z=20$.

**Q:** Does the weight matter in a configuration with several subshells?

**A:** Take point-nucleus hydrogenic Dirac orbitals with model charge $Z=20$ and configuration $1s^2\,2s^2\,2p_{1/2}^1\,2p_{3/2}^2$. The orbitals contain no electron screening, so these are model energies.

For the $2p_{3/2}$ subshell, $J=1$ and $J=3$ give

$$T=\tfrac1{60}\cdot8\cdot0.012851+\tfrac9{140}\cdot\tfrac43\cdot0.007291=0.002338\ \text{hartree}.$$

Its pair weight is $\frac{2\cdot1}{2}\cdot\frac43=\frac43$, so it contributes 0.003118 hartree. Between $1s$ and $2p_{3/2}$, an electric $J=1$ and a magnetic $J=2$ term give

$$T=\tfrac16\cdot\tfrac23\cdot0.033239+\tfrac1{10}\cdot\tfrac32\cdot0.008749=0.005006\ \text{hartree},$$

which is multiplied by $2\cdot2=4$. The contributions, in hartree, are:

| pair | weight | contribution |
|---|---:|---:|
| $1s,1s$ | 2 | 0.10718 |
| $1s,2s$ | 4 | 0.02124 |
| $1s,2p_{1/2}$ | 2 | 0.02192 |
| $1s,2p_{3/2}$ | 4 | 0.02002 |
| $2s,2s$ | 2 | 0.00212 |
| $2s,2p_{1/2}$ | 2 | 0.00127 |
| $2s,2p_{3/2}$ | 4 | 0.00500 |
| $2p_{1/2},2p_{1/2}$ | 0 | 0 |
| $2p_{1/2},2p_{3/2}$ | 2 | 0.00176 |
| $2p_{3/2},2p_{3/2}$ | 4/3 | 0.00312 |

The total is 0.1836 hartree, or 4.997 eV, for the zero-frequency operator. Here $\omega\langle r\rangle_{2p}/c\approx0.27$ for the $1s$–$2p$ energy difference $\omega$, and keeping the photon frequency would lower the total by about 0.0002 hartree (0.1%). The single $2p_{1/2}$ electron has no self-energy from $B$, although its $T_{aa}$ is 0.00238 hartree: the factor $q(q-1)$ removes it.

Omitting $N/(N-1)$ would give 0.1282 hartree, which is 30% below the correct total for this model. Most of the loss comes from $1s^2$, where the weight is 2 and its omission removes 0.0536 hartree. The Gaunt operator alone gives 0.1987 hartree; the rest of the Breit operator lowers this by 0.0150 hartree.

**Q:** When should I refuse to use this average?

**A:** When you need a particular level or determinant of a configuration that has more than one level: the $p_{3/2}^2$ model above already has a threefold spread between determinants and a fivefold one between its $J=0$ and $J=2$ levels, and hydrogenic Dirac $2p_{3/2}$ orbitals at $Z=20$ give the same two ratios. It also fails as a complete first-order result when $\omega r_{12}/c$ is not small, where $\omega$ is the orbital-energy difference in an exchange element, because the zero-frequency kernel then no longer suffices. Configuration mixing calls for off-diagonal elements of $B$, which this average does not contain.

## Computed results

```
Breit kernel, real space / Fourier: 0.4418181996 / 0.4418181996
largest error, angular identities and m sums: 1.9e-14
largest error, Bessel integral: 3.9e-07
largest error, m-averaged exchange: 3.1e-15 hartree
largest direct sum over all m, m': 0.0e+00 hartree
largest relative error, determinant averages: 8.0e-15
Gaussian model, two electrons in p3/2 (hartree):
  number of determinants: 6
  lowest, highest determinant: 0.045190, 0.135569
  average: 0.075316, T: 0.056487
  direct, exchange parts: 0.020940, 0.054376
hydrogenic example: Z = 20, 1/alpha = 137.035999
occupations: 1s: 2, 2s: 2, 2p1/2: 1, 2p3/2: 2
pair, J, type, 3j squared, factor, radial integral (hartree)
  1s-1s J=1 magnetic 1/6 2 1.607739e-01
  1s-2s J=1 magnetic 1/6 2 1.592866e-02
  1s-2p1/2 J=1 electric 1/6 2/3 9.864965e-02
  1s-2p3/2 J=1 electric 1/6 2/3 3.323946e-02
  1s-2p3/2 J=2 magnetic 1/10 3/2 8.748911e-03
  2s-2s J=1 magnetic 1/6 2 3.176526e-03
  2s-2p1/2 J=1 electric 1/6 2/3 5.719198e-03
  2s-2p3/2 J=1 electric 1/6 2/3 6.980640e-03
  2s-2p3/2 J=2 magnetic 1/10 3/2 3.160832e-03
  2p1/2-2p1/2 J=1 magnetic 1/6 2 7.134789e-03
  2p1/2-2p3/2 J=1 magnetic 1/6 1/2 1.189637e-03
  2p1/2-2p3/2 J=2 electric 1/10 6/5 6.493370e-03
  2p3/2-2p3/2 J=1 magnetic 1/60 8 1.285087e-02
  2p3/2-2p3/2 J=3 magnetic 9/140 4/3 7.291397e-03
pair, T (hartree), weight, contribution (hartree)
  1s-1s 5.359130e-02 2.000000 1.071826e-01
  1s-2s 5.309552e-03 4.000000 2.123821e-02
  1s-2p1/2 1.096107e-02 2.000000 2.192214e-02
  1s-2p3/2 5.005610e-03 4.000000 2.002244e-02
  2s-2s 1.058842e-03 2.000000 2.117684e-03
  2s-2p1/2 6.354664e-04 2.000000 1.270933e-03
  2s-2p3/2 1.249751e-03 4.000000 4.999006e-03
  2p1/2-2p1/2 2.378263e-03 0.000000 0.000000e+00
  2p1/2-2p3/2 8.783408e-04 2.000000 1.756682e-03
  2p3/2-2p3/2 2.338426e-03 1.333333 3.117901e-03
total Breit energy: 0.183628 hartree = 4.9968 eV
Gaunt part alone: 0.198678 hartree
retardation part: -1.504996e-02 hartree
total without N/(N-1): 0.128198 hartree
1s2 energy / (alpha^2 Z^3/4), Z=1: 1.000016
1s2 energy / (alpha^2 Z^3/4), Z=20: 1.006384
```
